\section*{Are D2h-adapted singlet CSFs of d² pure atomic terms?}

\section*{Question}

I am doing configuration interaction for an atom with two electrons in one $d$ shell. The program works in $D_{2h}$ with real orbitals, and I select singlet configuration state functions (CSFs) of $A_g$ symmetry. There are six of them: the five closed-shell functions $(z^2)^2$, $(x^2-y^2)^2$, $(xy)^2$, $(xz)^2$, $(yz)^2$, and the open-shell singlet $(z^2)(x^2-y^2)$.

Each has definite spin and definite spatial symmetry, so I assumed that each belongs to one atomic term, and I was going to read the term energies from the diagonal of the Hamiltonian. A colleague says that this block mixes $S$, $D$ and $G$, and that only diagonalizing $\hat L^2$ can resolve it. Is that right? If so, how large is the mixing, and why does diagonalizing the Hamiltonian not suffice?

\section*{Answer}

Your colleague is right about the mixing: none of your six CSFs is a pure term. The word ``only'' is too strong, however. In a free atom the Coulomb Hamiltonian also separates the three singlet terms of $d^2$, because their energies differ. What $\hat L^2$ adds is a separation that does not depend on the energies, together with the label $L$.

I assume a spherical atom, no spin--orbit coupling, one $d$ shell whose five orbitals share one radial function, and no mixing with other configurations.

\subsection*{Which terms the block contains}

A two-electron singlet has an antisymmetric spin factor, which I omit, and a symmetric spatial factor. Number the orbitals
\[
1=z^2,\quad 2=x^2-y^2,\quad 3=xy,\quad 4=xz,\quad 5=yz .
\]
The singlet CSFs are
\begin{align}
\Phi_{ii}&=d_i(1)d_i(2),\\
\Phi_{ij}&=\tfrac{1}{\sqrt2}\,[d_i(1)d_j(2)+d_j(1)d_i(2)],\quad i<j,
\end{align}
which makes $5+10=15$ functions.

To find the terms, count symmetric pairs of complex orbitals with $m_1+m_2=M$. There are $1,1,2,2,3$ pairs for $M=4,3,2,1,0$. A term $L$ supplies one function for each $|M|\le L$, so the count requires one $G$, one $D$ and one $S$, and $9+5+1=15$.

$D_{2h}$ consists of the identity, three twofold rotations, and these four combined with inversion. Products of two $d$ orbitals are even under inversion, so averaging over the four rotations suffices. A rotation by $\pi$ about $z$ multiplies a function by $e^{\pm i\pi M}=(-1)^M$, and its character in a term is $\sum_{M=-L}^{L}(-1)^M=(-1)^L$. The other two axes give the same character, since the term is a complete rotational multiplet. The number of $A_g$ functions in a term is therefore
\begin{equation}
n(L)=\tfrac14\,[(2L+1)+3(-1)^L],
\end{equation}
so that $n(0)=1$, $n(2)=2$ and $n(4)=3$. Your six functions span one $S$, two $D$ and three $G$ functions. $D_{2h}$ gives all six the same label. Whether the individual CSFs coincide with term functions has to be calculated.

\subsection*{The matrix of $\hat L^2$}

With $\hat{\mathbf L}=\hat{\mathbf l}_1+\hat{\mathbf l}_2$,
\begin{equation}
\hat L^2=\hat l_1^2+\hat l_2^2+2\,\hat{\mathbf l}_1\!\cdot\hat{\mathbf l}_2 .
\end{equation}
Each $d$ electron has $\hat l^2=6\hbar^2$, so the first two terms give $12\hbar^2$. Each $D_{2h}$ operation changes the components $\hat L_k$ at most by a sign. It leaves $\hat L^2$ unchanged, and $\hat L^2$ does not act on spin. Hence $\hat L^2$ maps the singlet $A_g$ block into itself.

For the last term we need $\hat{\mathbf l}=-i\hbar\,\mathbf r\times\nabla$ between real orbitals. Apart from a common factor, the normalized orbitals are $(2z^2-x^2-y^2)/(2\sqrt3)$, $(x^2-y^2)/2$, $xy$, $xz$ and $yz$. For example,
\[
(z\partial_x-x\partial_z)\frac{2z^2-x^2-y^2}{2\sqrt3}
=\frac{-2xz-4xz}{2\sqrt3}=-\sqrt3\,xz ,
\]
so $\langle4|\hat l_y|1\rangle=i\sqrt3\,\hbar$. The same differentiation for the other orbitals gives, in units of $\hbar$,
\begin{align}
\langle5|\hat l_x|1\rangle&=-i\sqrt3, & \langle5|\hat l_x|2\rangle&=-i, & \langle4|\hat l_x|3\rangle&=i,\nonumber\\
\langle4|\hat l_y|1\rangle&=i\sqrt3, & \langle4|\hat l_y|2\rangle&=-i, & \langle5|\hat l_y|3\rangle&=-i,\nonumber\\
\langle3|\hat l_z|2\rangle&=2i, & \langle5|\hat l_z|4\rangle&=i. &&
\end{align}
Reversed elements are complex conjugates, and all others vanish. In particular $\langle i|\hat{\mathbf l}|i\rangle=0$.

For closed-shell CSFs the last term of $\hat L^2$ contributes $2\sum_k\langle i|\hat l_k|j\rangle^2$. The elements are imaginary, so their squares are negative:
\begin{align}
\langle\Phi_{ii}|\hat L^2|\Phi_{ii}\rangle&=12\hbar^2,\\
\langle\Phi_{ii}|\hat L^2|\Phi_{jj}\rangle&=-2\sum_k|\langle i|\hat l_k|j\rangle|^2,\quad i\ne j .
\end{align}
For an open-shell CSF the two direct products vanish and the two exchange products are equal. With the normalization $1/2$ and the prefactor $2$,
\begin{equation}
\langle\Phi_{ab}|\hat L^2|\Phi_{ab}\rangle
=12\hbar^2+2\sum_k|\langle a|\hat l_k|b\rangle|^2 .
\label{eq:open}
\end{equation}
This is $12\hbar^2$ for $\Phi_{12}$, because $\hat{\mathbf l}$ does not connect orbitals 1 and 2. Finally, both parts of $\Phi_{12}$ contribute equally to
\begin{equation}
\langle\Phi_{ii}|\hat L^2|\Phi_{12}\rangle
=2\sqrt2\sum_k\langle i|\hat l_k|1\rangle\langle i|\hat l_k|2\rangle .
\end{equation}
For $i=4$ the product is $(i\sqrt3)(-i)\hbar^2=\sqrt3\hbar^2$. For $i=5$ it is $(-i\sqrt3)(-i)\hbar^2=-\sqrt3\hbar^2$. For $i=1,2,3$ it is zero. In the order $\Phi_{11},\Phi_{22},\Phi_{33},\Phi_{44},\Phi_{55},\Phi_{12}$,
\begin{equation}
\frac{\mathbf L^2}{\hbar^2}=
\begin{pmatrix}
12&0&0&-6&-6&0\\
0&12&-8&-2&-2&0\\
0&-8&12&-2&-2&0\\
-6&-2&-2&12&-2&2\sqrt6\\
-6&-2&-2&-2&12&-2\sqrt6\\
0&0&0&2\sqrt6&-2\sqrt6&12
\end{pmatrix}.
\end{equation}
A pure term would have zeros in its column outside the diagonal, and a diagonal entry of 0, 6 or 20. No column satisfies this.

\subsection*{Diagonalization by hand}

Combine the CSFs as
\begin{align}
u&=\Phi_{11}, & v&=\tfrac1{\sqrt2}(\Phi_{22}+\Phi_{33}), & w&=\tfrac1{\sqrt2}(\Phi_{44}+\Phi_{55}),\nonumber\\
s&=\tfrac1{\sqrt2}(\Phi_{44}-\Phi_{55}), & t&=\Phi_{12}, & g&=\tfrac1{\sqrt2}(\Phi_{22}-\Phi_{33}).
\end{align}
Orbitals 2 and 3 depend on azimuth as $\cos2\varphi$ and $\sin2\varphi$, with the same polar factor. Thus $v\propto\cos2(\varphi_1-\varphi_2)$ has $M=0$, and $g\propto\cos2(\varphi_1+\varphi_2)$ has $|M|=4$. Likewise $w\propto\cos(\varphi_1-\varphi_2)$ has $M=0$ and $s\propto\cos(\varphi_1+\varphi_2)$ has $|M|=2$. Orbital 1 has no azimuthal dependence, so $u$ has $M=0$ and $t$ has $|M|=2$. Since $\hat L^2$ commutes with $\hat L_z^2$, the matrix splits into three parts.

For $|M|=4$, $\langle g|\hat L^2|g\rangle=(12+8)\hbar^2=20\hbar^2$, so $g$ is a $G$ function.

For $|M|=2$, in the basis $(s,t)$, the diagonal entry of $s$ is $12+2=14$ and the coupling is $(2\sqrt6+2\sqrt6)/\sqrt2=4\sqrt3$:
\begin{equation}
\begin{pmatrix}14&4\sqrt3\\4\sqrt3&12\end{pmatrix},\qquad
\lambda=13\pm\sqrt{1+48}=20,\;6 .
\end{equation}
For $\lambda=6$ the first row gives $8s+4\sqrt3\,t=0$. For $\lambda=20$ it gives $-6s+4\sqrt3\,t=0$. The normalized eigenvectors are
\begin{equation}
D:\ \tfrac1{\sqrt7}(\sqrt3,-2),\qquad G:\ \tfrac1{\sqrt7}(2,\sqrt3).
\end{equation}

For $M=0$, in the basis $(u,v,w)$, the diagonal entries are $12$, $12-8=4$ and $12-2=10$. The couplings are $uw$: $-12/\sqrt2=-6\sqrt2$, and $vw$: $\tfrac12\cdot4\cdot(-2)=-4$. The characteristic equation is
\begin{align}
0&=(12-\lambda)[(4-\lambda)(10-\lambda)-16]-72(4-\lambda)\nonumber\\
&=-\lambda^3+26\lambda^2-120\lambda=-\lambda(\lambda-6)(\lambda-20).
\end{align}
The first row, $(12-\lambda)u=6\sqrt2\,w$, and the second, $(4-\lambda)v=4w$, fix the eigenvectors:
\begin{align}
S:&\ \tfrac1{\sqrt5}\,(1,\sqrt2,\sqrt2),\nonumber\\
D:&\ \sqrt{\tfrac27}\,\bigl(1,-\sqrt2,\tfrac1{\sqrt2}\bigr),\nonumber\\
G:&\ \sqrt{\tfrac{18}{35}}\,\bigl(1,\tfrac{\sqrt2}{6},-\tfrac{2\sqrt2}{3}\bigr).
\end{align}
The six eigenvalues are $0$, $6$ (twice) and $20$ (three times), in $\hbar^2$. In SI units the nonzero ones are $6.673\times10^{-68}$ and $2.224\times10^{-67}\ \mathrm{J^2\,s^2}$. Diagonalizing $\hat L^2$ alone leaves the choice of functions within $D$ and within $G$ free; $\hat L_z^2$ fixes it here.

\subsection*{How large the mixing is}

In the original CSFs the $S$ function is $\frac1{\sqrt5}\sum_i\Phi_{ii}$. Each closed-shell CSF therefore has $S$ weight $w_S=1/5$, and every open-shell CSF has $w_S=0$. The other weights follow from normalization and the mean value of $\hat L^2$:
\begin{equation}
w_S+w_D+w_G=1,\qquad 6w_D+20w_G=\langle\hat L^2\rangle/\hbar^2 .
\end{equation}
For a closed-shell CSF, substituting $w_D=\frac45-w_G$ gives $14w_G=12-\frac{24}5=\frac{36}5$. Thus
\begin{equation}
(w_S,w_D,w_G)=\bigl(\tfrac15,\tfrac27,\tfrac{18}{35}\bigr)\approx(0.200,0.286,0.514).
\end{equation}
All five have the same weights, including $(z^2)^2$. For $\Phi_{12}$, $14w_G=12-6$, so its weights are $(0,\frac47,\frac37)$: it mixes $D$ and $G$ but contains no $S$.

It would be equally wrong to conclude that a CSF in real orbitals can never be pure. For any open-shell singlet, put $\Lambda=\sum_k|\langle a|\hat l_k|b\rangle|^2/\hbar^2$. Equation~\eqref{eq:open} gives
\begin{equation}
w_G=\frac{12+2\Lambda-6}{14}=\frac{3+\Lambda}{7}.
\end{equation}
From the list of matrix elements, $\Lambda$ is $0$, $1$, $3$ or $4$. The value 4 occurs for the pair 2, 3 alone, so $(x^2-y^2)(xy)$, which lies in $B_{1g}$, is pure ${}^1G$. It is the one pure function among the fifteen.

\subsection*{What the Hamiltonian does}

The one-electron energy is common to all $d^2$ states, and I set it to zero. With $R(r)$ the radial function, the repulsion enters through the Slater integrals
\begin{equation}
F^k=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{r_<^k}{r_>^{k+1}}R^2(r)R^2(r')\,r^2r'^2\,dr\,dr' ,
\end{equation}
where $r_<$ and $r_>$ are the smaller and larger radius. They multiply the angular averages of $P_k(\cos\gamma)$, with $\gamma$ the angle between the electrons. For $d$ electrons $k=0,2,4$ contribute.

Repulsion is rotationally invariant. It cannot couple different $L$, and since each term occurs once in singlet $d^2$, it has one energy per term. Three simple states determine these energies.

\emph{The $S$ state.} By the addition theorem, $\sum_i d_i(1)d_i(2)=\frac5{4\pi}P_2(\cos\gamma)$. The normalized distribution of $x=\cos\gamma$ is then $\frac52P_2^2(x)$. Matching powers of $x$ gives
\begin{equation}
P_2^2=\tfrac15+\tfrac27P_2+\tfrac{18}{35}P_4 .
\end{equation}
Since $\int_{-1}^1P_k^2\,dx=2/(2k+1)$, the averages of $P_2$ and $P_4$ are $\frac27$ and $\frac59\cdot\frac{18}{35}=\frac27$. Hence
\begin{equation}
E_S=F^0+\tfrac27F^2+\tfrac27F^4 .
\end{equation}

\emph{The $G$ state with $M=4$.} Both electrons have $m=2$, with density $\frac{15}{16}(1-x^2)^2$ in $x=\cos\theta$. For such axial densities the addition theorem reduces the average of $P_k(\cos\gamma)$ to $\langle P_k(\cos\theta)\rangle^2$. Here $\langle x^2\rangle=\frac17$ and $\langle x^4\rangle=\frac1{21}$, so $\langle P_2\rangle=-\frac27$ and $\langle P_4\rangle=\frac1{21}$:
\begin{equation}
E_G=F^0+\tfrac4{49}F^2+\tfrac1{441}F^4 .
\end{equation}

\emph{The CSF $(z^2)^2$.} Its one-electron density is $\frac52P_2^2(\cos\theta)$, so both averages are again $\frac27$, now squared. Its energy is also the weighted mean of the term energies:
\begin{equation}
F^0+\tfrac4{49}(F^2+F^4)=\tfrac15E_S+\tfrac27E_D+\tfrac{18}{35}E_G .
\end{equation}
Solving for $E_D$, the coefficient of $F^2$ is $\frac72(\frac4{49}-\frac2{35}-\frac{72}{1715})=-\frac3{49}$. That of $F^4$ is $\frac72(\frac4{49}-\frac2{35}-\frac{18}{15435})=\frac4{49}$. Thus
\begin{equation}
E_D=F^0-\tfrac3{49}F^2+\tfrac4{49}F^4 .
\end{equation}

The separations are
\begin{align}
E_G-E_D&=\tfrac17\bigl(F^2-\tfrac59F^4\bigr),\\
E_S-E_G&=\tfrac{10}{49}F^2+\tfrac{125}{441}F^4 .
\end{align}
The integrand of $F^4$ is that of $F^2$ times $(r_</r_>)^2\le1$, so $F^2>F^4>0$ for a real radial density. Both separations are positive. Each eigenspace of the Hamiltonian in your block then belongs to one term, and diagonalizing the full $6\times6$ Hamiltonian does suffice. Its diagonal elements do not.

\subsection*{Numbers for a model shell}

Take $R\propto r^2e^{-\zeta r}$ with $\zeta=5.0\times10^{10}\ \mathrm{m^{-1}}$, a round value that stands for no particular atom. Quadrature gives $F^0=18.5855$, $F^2=9.8107$ and $F^4=6.3983$~eV. Then, in eV,
\begin{align}
E_S&=18.5855+4.6311=23.2166,\nonumber\\
E_D&=18.5855-0.6007+0.5223=18.5071,\nonumber\\
E_G&=18.5855+0.8009+0.0145=19.4009 .
\end{align}
The diagonal elements of your block are
\begin{align}
E(\Phi_{ii})&=4.6433+5.2878+9.9776=19.9087,\nonumber\\
E(\Phi_{12})&=10.5755+8.3147=18.8902 .
\end{align}
Neither is a term energy. Reading $(z^2)^2$ as ${}^1S$ would put that term $3.31$~eV below its energy in this model. The numerical check checks the matrix, weights and energies from differential operators and angular quadrature.

\subsection*{When the Hamiltonian is not enough}

Keep $F^0$ and $F^4$, but set $F^2=\frac59F^4=3.5546$~eV by hand. No real radial density gives this ratio, so it is an artificial interaction. Now $E_D=E_G=18.890$~eV, a fivefold level in your block, with ${}^1S$ at $21.429$~eV. Any combination within that level is an energy eigenstate, including the mixed CSF $\Phi_{12}$. A diagonalizer may return mixed vectors, whereas $\hat L^2$ still separates $D$ from $G$.

The common energy equals the earlier $E(\Phi_{12})$ because
\begin{equation}
\tfrac47E_D+\tfrac37E_G=F^0+\tfrac1{21}F^4
\end{equation}
does not contain $F^2$. With the original $F^2$, $\Phi_{12}$ is not an eigenstate: its energy spread is $\sqrt{w_Dw_G}\,(E_G-E_D)=\frac{\sqrt{12}}7\times0.894=0.442$~eV.

A different case is an atom in a nonspherical field, where the terms themselves are mixed. Give orbitals 1 to 5 the additional energies $0.6$, $1.0$, $0$, $0.1$ and $0.3$~eV. This field respects $D_{2h}$ but does not commute with $\hat L^2$. The lowest singlet $A_g$ eigenstate, at $18.959$~eV, has weights $0.0004$, $0.710$ and $0.289$ in $S$, $D$ and $G$. That mixing is physical. Diagonalizing $\hat L^2$ would give a useful basis for analysing the state, but not the stationary states.

For your free atom, diagonalize the complete singlet $A_g$ Hamiltonian and evaluate $\hat L^2$ on the eigenvectors to label them. This requires a spherical core and five $d$ orbitals with a common radial function, as from a closed-shell or spherically averaged SCF. Orbitals optimized in $D_{2h}$ for one open-shell occupation need not meet this condition; the levels of a term can then split and the eigenvectors can mix $L$, as in the field example. If energies coincide, diagonalize $\hat L^2$ within the degenerate set. If you select CSFs, keep all six: dropping some can leave a space that $\hat L^2$ does not map into itself, and the eigenvectors then need not have definite $L$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Singlet CSFs: total, Ag = 15 6
Ag content of 1S, 1D, 1G = 1 2 3
L^2 matrix in Ag block (hbar^2), CSF order:
  (z2)(z2), (x2-y2)(x2-y2), (xy)(xy), (xz)(xz), (yz)(yz), (z2)(x2-y2)
   12.0000   0.0000   0.0000  -6.0000  -6.0000   0.0000
    0.0000  12.0000  -8.0000  -2.0000  -2.0000   0.0000
    0.0000  -8.0000  12.0000  -2.0000  -2.0000   0.0000
   -6.0000  -2.0000  -2.0000  12.0000  -2.0000   4.8990
   -6.0000  -2.0000  -2.0000  -2.0000  12.0000  -4.8990
    0.0000   0.0000   0.0000   4.8990  -4.8990  12.0000
L^2 eigenvalues (hbar^2): 0.0000 6.0000 6.0000 20.0000 20.0000 20.0000
L^2 for 1S = 0.00000e+00 J^2 s^2
L^2 for 1D = 6.67273e-68 J^2 s^2
L^2 for 1G = 2.22424e-67 J^2 s^2
CSF, irrep, weights of 1S 1D 1G (no unit):
  (z2)(z2) Ag: 0.20000 0.28571 0.51429
  (x2-y2)(x2-y2) Ag: 0.20000 0.28571 0.51429
  (xy)(xy) Ag: 0.20000 0.28571 0.51429
  (xz)(xz) Ag: 0.20000 0.28571 0.51429
  (yz)(yz) Ag: 0.20000 0.28571 0.51429
  (z2)(x2-y2) Ag: 0.00000 0.57143 0.42857
  (z2)(xy) B1g: 0.00000 0.57143 0.42857
  (z2)(xz) B2g: 0.00000 0.14286 0.85714
  (z2)(yz) B3g: 0.00000 0.14286 0.85714
  (x2-y2)(xy) B1g: 0.00000 0.00000 1.00000
  (x2-y2)(xz) B2g: 0.00000 0.42857 0.57143
  (x2-y2)(yz) B3g: 0.00000 0.42857 0.57143
  (xy)(xz) B3g: 0.00000 0.42857 0.57143
  (xy)(yz) B2g: 0.00000 0.42857 0.57143
  (xz)(yz) B1g: 0.00000 0.42857 0.57143
zeta = 5.00e+10 m^-1
Slater integral F0 = 18.58548 eV
Slater integral F2 = 9.81070 eV
Slater integral F4 = 6.39828 eV
Term energy 1S = 23.21662 eV
Term energy 1D = 18.50713 eV
Term energy 1G = 19.40086 eV
Energy of each closed-shell CSF = 19.90866 eV
Energy of open-shell Ag CSF = 18.89016 eV
E(1G) - E(1D) = 0.89373 eV
Open CSF residual norm, real F2 = 0.44228 eV
Artificial F2 for E(1D)=E(1G): 3.55460 eV
Artificial fivefold energy = 18.89016 eV
Artificial 1S energy = 21.42916 eV
Open CSF residual below 1e-9 eV: True
Field on z2,x2-y2,xy,xz,yz (eV): 0.6 1.0 0.0 0.1 0.3
Lowest Ag energy in field = 18.95947 eV
Its 1S 1D 1G weights: 0.00043 0.71032 0.28924
\end{verbatim}
